# Hierarchical equations for a molecule with vibrational bath and lossy mode

## A rate that fails

Take an excited two-level molecule at resonance with a lossy electromagnetic mode. With coupling $g=1\,\mathrm{mE_h}$ and photon loss rate $\kappa=1\,\mathrm{mE_h}$, second-order theory with a memoryless environment predicts decay at the constant rate $4g^2/\kappa=4\,\mathrm{mE_h}$. After one time unit, $1000$ atomic units, the excited population would be $e^{-4}\approx0.02$. In the model below, which also contains vibrations, it is $0.419$. It then falls to $0.163$ at two units and rises to $0.239$ at three. No constant decay rate can produce that rise: the environment returns energy, so its memory must be propagated with the molecule.

If the memory is a sum of exponentials, a ladder of auxiliary matrices carries it. The ladder is infinite, so one must know what cutting it does.

Energies are in $\mathrm{mE_h}$, times in $10^3$ atomic units, and $\hbar=1$. Temperature $T$ means $k_BT$.

## The smallest ladder

Let a bath shift only the excited level. In the frame rotating at the molecular gap, the coherence $x_0$ between excited and ground state starts at one. For a Gaussian bath with correlation function $C(t)=ce^{-\gamma t}$, averaging the random phase gives

$$x_0(t)=\exp\left[-\int_0^t ds\int_0^s du\,ce^{-\gamma(s-u)}\right].$$

Define

$$\theta(t)=-ic\int_0^t du\,e^{-\gamma(t-u)},\qquad x_n=\theta^n x_0 .$$

Differentiation gives $\dot\theta=-\gamma\theta-ic$. The derivative of the exponent is $-c\int_0^t e^{-\gamma(t-u)}du=-i\theta$, so $\dot x_0=-ix_1$. The product rule then gives

$$\dot x_n=n\theta^{n-1}\dot\theta\,x_0+\theta^n\dot x_0=-n\gamma x_n-inc\,x_{n-1}-ix_{n+1}.$$

Initially $x_n=0$ for $n>0$. The index $n$ is the tier, and depth $L$ means that tiers $0,\dots,L$ are kept.

**Hard cut at $L=1$.** Setting $x_2=0$ leaves $\dot x_0=-ix_1$ and $\dot x_1=-\gamma x_1-icx_0$. Eliminating $x_1$ gives

$$\ddot x_0+\gamma\dot x_0+cx_0=0.$$

At $t=0$ the second, third and fourth derivatives are $-c$, $\gamma c$ and $c^2-\gamma^2c$. The exact exponent is $-ct^2/2+c\gamma t^3/6-c\gamma^2t^4/24+\dots$. Expanding the exponential adds $c^2t^4/8$, so the exact derivatives are $-c$, $\gamma c$ and $3c^2-\gamma^2c$. The cut first errs at $t^4$, where its derivative is wrong by $-2c^2$.

**Stationary closure at $L=1$.** Instead of dropping $x_2$, set $\dot x_2=0$ and $x_3=0$ in its equation. Then $x_2=-icx_1/\gamma$, and

$$\dot x_1=-\left(\gamma+\frac c\gamma\right)x_1-icx_0 .$$

The third derivative of $x_0$ is now $c(\gamma+c/\gamma)$, not $c\gamma$. The closure errs already at $t^3$, one order earlier than the hard cut.

Its merit lies at long times. Integrate the equations over all time, assuming decay. The first gives $-1=-iX_1$, where $X_n=\int_0^\infty x_n\,dt$, so $X_1=-i$. The second gives $0=-(\gamma+c/\gamma)X_1-icX_0$, hence $X_0=(\gamma+c/\gamma)/c$. For a hard cut at $L=2$, integrating the equation of $x_2$ gives $X_2=-icX_1/\gamma$, the same relation and so the same $X_0$. The closure buys one tier at zero frequency and pays at short times. One more tier is not always an improvement: as $c$ grows at fixed $\gamma$, this $X_0$ tends to $1/\gamma$, while the exact integral tends to zero. The hard cut at $L=1$ gives $X_0=\gamma/c$, which does tend to zero, so at this depth and strong coupling the closure makes the integral worse.

**How deep?** For real $\gamma>0$, $|\theta|\le|c|/\gamma$. Divided by the natural scale $\sqrt{n!\,|c|^n}$, tier $n$ is at most $(\sqrt{|c|}/\gamma)^n/\sqrt{n!}$ times $|x_0|$. This bound grows until $n\approx|c|/\gamma^2$ and then falls. A fast bath needs few tiers and a slow, strong bath needs more, but the peak of the bound is not the required depth. The bound is relative to $|x_0(t)|$, and for a slow, strong bath $x_0$ has decayed long before $|\theta|$ approaches $|c|/\gamma$. For real $c$, a hard cut holds $x_0$ to $10^{-4}$ at $L=12$ for $c/\gamma^2=10$, at $L=27$ for $100$ and near $L=60$ for $1000$.

## The molecule and its two environments

The molecule has $H=\omega_0|e\rangle\langle e|$. A harmonic bath couples linearly through $Q_v=|e\rangle\langle e|$ and starts in equilibrium with the ground state. Thus $\omega_0$ is the vertical gap. The mode couples by $g\sigma_x(a+a^\dagger)$, starts in vacuum, and has the loss term

$$\kappa\left(a\rho a^\dagger-\tfrac12a^\dagger a\rho-\tfrac12\rho a^\dagger a\right).$$

Counter-rotating terms are kept. This local, zero-temperature loss is a modelling assumption, which strong coupling can invalidate.

### Vibrational exponentials

For the Drude density $J(\omega)=2\lambda\gamma\omega/(\omega^2+\gamma^2)$, with reorganization energy $\lambda$,

$$C(t)=\frac1\pi\int_0^\infty d\omega\,J\left[\coth\frac{\omega}{2T}\cos\omega t-i\sin\omega t\right]
=\frac1{2\pi}\int_{-\infty}^{\infty}d\omega\,J\left[\coth\frac{\omega}{2T}+1\right]e^{-i\omega t}.$$

The second form holds because $J$ is odd. For $t>0$ close the contour below, which gives $-i$ times the sum of residues. At $\omega=-i\gamma$, $J$ has residue $\lambda\gamma$ and the bracket is $1+i\cot(\gamma/2T)$. At $\omega=-i\nu_k$, with $\nu_k=2\pi kT$, the hyperbolic cotangent has residue $2T$. Therefore

$$c_0=\lambda\gamma\left[\cot\frac{\gamma}{2T}-i\right],\qquad
c_k=\frac{4\lambda\gamma T\nu_k}{\nu_k^2-\gamma^2}\quad(k\ge1),$$

with rates $\gamma$ and $\nu_k$. The separate terms require $\gamma\ne\nu_k$.

### The ladder for operators

Write $Q^>\rho=Q\rho$, $Q^<\rho=\rho Q$ and $Q^\times=Q^>-Q^<$. In the interaction picture the bath average of the second-order double commutator is

$$-Q^\times(s)\left[C(s-u)Q^>(u)-C^*(s-u)Q^<(u)\right],\qquad s>u .$$

The conjugate appears because a bath operator $B(u)$ on the right gives $\mathrm{Tr}[B(s)\rho_BB(u)]=\langle B(u)B(s)\rangle=C^*(s-u)$. For a Gaussian bath all higher cumulants vanish, so the time-ordered exponential of this term, integrated over $0<u<s<t$, is the full bath average.

Use one set of rates for both functions:

$$C=\sum_kc_ke^{-\gamma_kt},\qquad C^*=\sum_k\tilde c_ke^{-\gamma_kt}.$$

For the real vibrational rates, $\tilde c_k=c_k^*$. As in the scalar case, define

$$\theta_k(t)=-i\int_0^tdu\,e^{-\gamma_k(t-u)}\left[c_kQ_k^>(u)-\tilde c_kQ_k^<(u)\right],$$

and insert $\prod_k\theta_k^{n_k}$ under the time ordering to define $\rho_{\mathbf n}$. The derivative of the exponent is $-i\sum_kQ_k^\times\theta_k$, which raises an index. The derivative of $\theta_k$ gives a decay term and a source, which lowers one. Since time $t$ is the latest, the new operators stand on the left. Back in the Schrödinger picture,

$$\dot\rho_{\mathbf n}=(\mathcal L-\Gamma_{\mathbf n})\rho_{\mathbf n}
-i\sum_k[Q_k,\rho_{\mathbf n+k}]
-i\sum_kn_k\left(c_kQ_k\rho_{\mathbf n-k}-\tilde c_k\rho_{\mathbf n-k}Q_k\right).$$

Here $\mathcal L\rho=-i[H,\rho]$, $\Gamma_{\mathbf n}=\sum_kn_k\gamma_k$, and $\mathbf n\pm k$ changes $n_k$ by one. The physical density matrix is $\rho_{\mathbf0}$.

### The lossy mode joins the same ladder

For the mode, define moments that are still matrices in the molecular space:

$$\rho_{m,n}=g^{m+n}\,\mathrm{Tr}_{\rm mode}\left[a^m\rho\,a^{\dagger n}\right].$$

From $a^ma^\dagger a=(a^\dagger a+m)a^m$ and its adjoint, the mode energy contributes $-i\omega_c(m-n)\rho_{m,n}$. In the loss term, the jump part gives $\mathrm{Tr}_{\rm mode}[a^{m+1}\rho a^{\dagger n+1}]$. The other two parts give minus the same trace, with remainders $-m/2$ and $-n/2$ times the moment. The traces cancel, leaving $-\kappa(m+n)\rho_{m,n}/2$.

For the coupling, set $X=a+a^\dagger$ and use

$$a^mX=Xa^m+ma^{m-1},\qquad Xa^{\dagger n}=a^{\dagger n}X+na^{\dagger n-1}.$$

Cyclicity of the trace over the mode turns the terms with $X$ into the two moments one step higher. After multiplication by $g^{m+n}$,

$$\begin{aligned}
\dot\rho_{m,n}={}&\left[\mathcal L-m\left(\tfrac\kappa2+i\omega_c\right)-n\left(\tfrac\kappa2-i\omega_c\right)\right]\rho_{m,n}
-i[\sigma_x,\rho_{m+1,n}+\rho_{m,n+1}]\\
&-img^2\sigma_x\rho_{m-1,n}+ing^2\rho_{m,n-1}\sigma_x .
\end{aligned}$$

This is the general ladder with two terms: rate $\kappa/2+i\omega_c$ with $(c,\tilde c)=(g^2,0)$, and rate $\kappa/2-i\omega_c$ with $(0,g^2)$. Conjugating $C$ moves its exponent to the other rate, which is why one oscillating correlation function needs two indices.

To combine the environments, first treat molecule plus mode as the system in the vibrational ladder. Its time-local Liouvillian may include the loss, because time ordering uses forward propagation. Then take the mode moments of every auxiliary matrix. $Q_v$ acts on the molecule alone and passes through these traces. The result is the joint ladder.

The moments also give observables: the mean photon number is $\mathrm{Tr}\rho_{1,1}/g^2$, with vibrational indices zero. If no state held more than $N$ photons, moments with $m>N$ or $n>N$ would vanish, and mode depth $2N$ would contain the rest. Counter-rotating terms prevent a strict bound of this kind.

## Two different terminators

### Fast vibrational terms

Keep Matsubara terms $1,\dots,K$. A discarded term contributes $-Q_v^\times(s)\int_0^sdu\,c_ke^{-\nu_k(s-u)}Q_v^\times(u)$. If $Q_v$ changes little during $1/\nu_k$, the integral is approximately $(c_k/\nu_k)Q_v^\times(s)$. Add to $\mathcal L$ the term

$$-\Delta_K[Q_v,[Q_v,\rho]],\qquad
\Delta_K=\frac{2\lambda T}{\gamma}-\lambda\cot\frac{\gamma}{2T}-\sum_{k=1}^K\frac{c_k}{\nu_k}.$$

The first part of $\Delta_K$ is $\int_0^\infty\mathrm{Re}\,C\,dt$: the time integral selects half the zero-frequency limit of $J\coth(\omega/2T)$, namely $\frac12(2\lambda/\gamma)(2T)$. The other parts subtract what is already kept.

Pure dephasing shows the remaining error. A discarded term should contribute

$$\int_0^t(t-s)c_ke^{-\nu_ks}ds=c_k\left[\frac t{\nu_k}-\frac{1-e^{-\nu_kt}}{\nu_k^2}\right]$$

to the decay exponent. The terminator supplies $c_kt/\nu_k$. If $\nu_{K+1}>\gamma$, every discarded $c_k$ is positive, and the terminator gives too much decay, by

$$\sum_{k>K}\frac{c_k}{\nu_k^2}\left(1-e^{-\nu_kt}\right),$$

which stays bounded. Without it, the missing exponent eventually grows as $\Delta_Kt$. At large $K$, $c_k\propto1/k$, so $\Delta_K$ falls as $1/K$ and the bounded offset as $1/K^2$.

### The top of the ladder

Let depth $L$ keep all $\sum_kn_k\le L$. A hard cut sets tier $L+1$ to zero. An initially empty ladder can notice this only after $L+1$ upward and $L+1$ downward steps. All derivatives of $\rho_{\mathbf0}$ through order $2L+1$ are therefore right, and the first possible error is at $t^{2L+2}$.

For pure dephasing its size follows by counting. Climbing to $\mathbf n$ in every order gives $(-i)^{L+1}(L+1)!\prod_kc_k^{n_k}$. Descending gives $(-i)^{L+1}(L+1)!/\prod_kn_k!$. Summing over $\mathbf n$ with the multinomial theorem gives the missing contribution, so the derivative of order $2L+2$ is wrong by

$$-(-1)^{L+1}(L+1)!\,C_K(0)^{L+1},\qquad C_K(0)=\sum_{k=0}^Kc_k .$$

For one exponential and $L=1$ this is the earlier $-2c^2$. These orders compare ladders at fixed $K$. They are not a short-time expansion of the full Drude bath, since $c_k\propto1/k$ makes $C_K(0)$ diverge logarithmically with $K$.

The stationary closure replaces each matrix of tier $L+1$ by

$$\rho_{\mathbf n}=(\Gamma_{\mathbf n}-\mathcal L)^{-1}S_{\mathbf n},\qquad
S_{\mathbf n}=-i\sum_kn_k\left(c_kQ_k\rho_{\mathbf n-k}-\tilde c_k\rho_{\mathbf n-k}Q_k\right).$$

This is precisely the stationary equation of the top tier in a hard cut at $L+1$. If the inverses exist, both ladders have the same stationary $\rho_{\mathbf0}$. In time, the closure lets a path turn round within a single step: $L$ steps up, one turn, $L$ down. Its first possible error is at $t^{2L+1}$.

The Liouvillian in the inverse matters. Take $L=0$, no vibrations, $\omega_c=\omega_0$ and $\rho=|e\rangle\langle e|$. The first mode term has source $-ig^2|g\rangle\langle e|$. On this matrix $-\mathcal L$ gives $-i\omega_0$, so the denominator is $\kappa/2+i\omega_c-i\omega_0=\kappa/2$. The outer commutator then gives $-2g^2/\kappa$ for the excited population. The conjugate term doubles it:

$$k_{\rm full}=\frac{4g^2}{\kappa}.$$

A simple closure with $1/\Gamma_{\mathbf n}$ misses the cancellation:

$$k_{\rm simple}=2g^2\,\mathrm{Re}\frac1{\kappa/2+i\omega_c}=\frac{g^2\kappa}{\kappa^2/4+\omega_c^2}.$$

The full closure has its own limit. As $\kappa\to0$ at resonance, this inverse diverges, because an undamped mode has no stationary response. When $L+1$ is even, the closed tier also contains mode moments with $m=n$. Their frequencies cancel, so their inverse diverges as $\kappa\to0$ at any detuning. The closure is also tuned to zero frequency in the laboratory frame, so it favours populations and stationary states over optical coherences.

## The procedure

1. Choose $K$, list every $(Q_k,c_k,\tilde c_k,\gamma_k)$, and put $\Delta_K$ into $\mathcal L$.
2. Enumerate the indices up to depth $L$. With $M$ exponential terms there are $\binom{L+M}{M}$ matrices: distribute $L$ units among $M$ indices and one unused remainder.
3. Divide each matrix by $\prod_k\sqrt{n_k!\,a_k^{n_k}}$, with $a_k=\max(|c_k|,|\tilde c_k|)$. This diagonal change of variables balances magnitudes and leaves $\rho_{\mathbf0}$ unchanged.
4. Apply the hard cut or the full closure, start with $\rho_{\mathbf0}=\rho(0)$ and all other matrices zero, and propagate.
5. Raise $L$ at fixed $K$, then raise $K$. Check the generator for eigenvalues with positive real part, since a short run can hide slow growth.

## A worked case

The round parameters are $\omega_0=\omega_c=10$, $g=\kappa=1$, $\lambda=0.5$ and $\gamma=T=1\,\mathrm{mE_h}$. The temperature is $316$ K and the time unit is $24.19$ fs. The molecule starts excited. The full numerical output follows the text.

**Resonance.** The zero-depth rates are $4/1=4\,\mathrm{mE_h}$ with the full closure and $1/(0.25+100)=0.00998\,\mathrm{mE_h}$ with the simple one. Omitting $\mathcal L$ loses a factor of about 400.

**Dephasing.** With $K=1$ and the mode absent, the predicted excess exponent at $t=1$ is $0.001637$. Quadrature over the spectrum gives a coherence of $0.662615$, and $0.662615\,e^{-0.001637}=0.661531$, the ladder's value. At $t=3$ the offset is unchanged to the printed digits: it has saturated.

**Depth.** With $K=1$ there are $M=4$ terms, so $L=4$ needs $\binom84=70$ matrices. The reference keeps eight photon-number states explicitly and uses a vibrational ladder of depth 10 with the same $K$. The largest absolute errors of the excited population over $0\le t\le6$ are:

| $L$ | hard cut | full closure | simple closure |
|---|---|---|---|
| 2 | $1.1\times10^{-2}$ | $7.5\times10^{-3}$ | $3.2\times10^{-2}$ |
| 4 | $2.0\times10^{-4}$ | $1.4\times10^{-4}$ | $4.5\times10^{-4}$ |
| 6 | $1.2\times10^{-5}$ | $2.8\times10^{-6}$ | $1.5\times10^{-5}$ |
| 8 | $7.9\times10^{-8}$ | $2.1\times10^{-8}$ | $9.2\times10^{-8}$ |

The full closure beats the hard cut at each depth shown, despite its lower short-time order. The gain is a factor of about 1.5 at $L=2$ and 4 at $L=8$, less than two further tiers bring. The simple closure is worse than no closure in every row, but this ranking belongs to even depths and to the population. At $L=3$ and $5$ the simple closure is somewhat better than the hard cut ($5.4\times10^{-3}$ against $6.8\times10^{-3}$, and $6.4\times10^{-5}$ against $1.2\times10^{-4}$), and the full closure gains about 8 and more than 10. For the optical coherence, started from $|e\rangle\langle g|$, the simple closure has the smallest error from $L=2$ to $6$, and the full closure improves on the hard cut by less than a factor of 1.4.

**Stationary state.** The closed ladder at $L=2$ and the hard cut at $L=3$ both give an excited population of $0.00725$. The simple closure at $L=2$ gives $0.00643$, which is 11% lower. The agreement of the first two is the identity derived above, not convergence with depth: one tier lower, the matching pair gives $0.00703$. The value converged in depth is $0.00706$ at $K=1$, and it falls to $0.00696$ at $K=3$, so $0.00725$ is itself a few percent high. Without counter-rotating terms, the ground state with no photon would be stationary and this population would vanish. The value thus rests on the counter-rotating coupling. It also depends on the local loss and on the vibrational bath, and should not be read as a thermal population. For $L=2$ to $5$, neither the hard cut nor the full closure shows a growing eigenmode to five decimals. Larger depths were propagated, but their spectra were not examined.

**Matsubara terms.** At depth 6, compare with $K=3$ plus terminator. For $K=0,1,2$ the largest population differences from this reference are $3.5\times10^{-3}$, $5.2\times10^{-4}$ and $1.2\times10^{-4}$ with the terminator. Without it they are $1.7\times10^{-2}$, $7.2\times10^{-3}$ and $4.6\times10^{-3}$. The terminator at $K=0$ already does better than two explicit terms without it. The reference has a Matsubara error of its own, so the smallest of these differences understates the error against the full Drude bath.

The two studies must be read together. At $K=1$ the difference from $K=3$, about $5\times10^{-4}$, exceeds the depth error at $L=4$, about $2\times10^{-4}$. Going to $L=8$ would refine the solution of an approximate bath while leaving the larger error untouched. The next improvement should come from $K$. The small differences at $L=12$ measure agreement between two solutions with the same $K=1$ bath, not accuracy for the full Drude bath.

## Values computed for the example and the checks

```
gap, mode frequency (mE_h): 10.0 10.0
coupling g, loss kappa (mE_h): 1.0 1.0
lambda, gamma, kT (mE_h): 0.5 1.0 1.0
time unit 1000 a.u. = 24.189 fs; kT = 315.8 K
mode HEOM vs Lindblad, largest moment error: 3.0e-12
dephasing t=1 (1000 a.u.): |exact| 0.662615, |HEOM K=1| 0.661531, offset 0.001637
dephasing t=3 (1000 a.u.): |exact| 0.119982, |HEOM K=1| 0.119786, offset 0.001637
L=1 first wrong power of t: hard 4, closed 3
L=2 first wrong power of t: hard 6, closed 5
L=3 first wrong power of t: hard 8, closed 7
retained C(0) (mE_h^2): 1.24183 -0.50000i
L=2 sixth-derivative error (mE_h^6): 5.9021 -13.1292i
L=1 stationary P_e: closed 0.00703432, hard L+1 0.00703432, simple closure 0.00606390
L=2 stationary P_e: closed 0.00725021, hard L+1 0.00725021, simple closure 0.00642951
L=0 emission rate (mE_h): full closure 4.00000, simple closure 0.00998
L=2 largest growth rate (mE_h): hard 0.00000, closed 0.00000
L=3 largest growth rate (mE_h): hard 0.00000, closed 0.00000
L=4 largest growth rate (mE_h): hard 0.00000, closed 0.00000
L=5 largest growth rate (mE_h): hard 0.00000, closed 0.00000
L=2 matrices 15, max P_e error: hard 1.09e-02, closed 7.45e-03, simple 3.19e-02
L=4 matrices 70, max P_e error: hard 2.03e-04, closed 1.39e-04, simple 4.52e-04
L=6 matrices 210, max P_e error: hard 1.16e-05, closed 2.82e-06, simple 1.49e-05
L=8 matrices 495, max P_e error: hard 7.93e-08, closed 2.10e-08, simple 9.23e-08
L=10 matrices 1001, max P_e error: hard 4.34e-10
L=12 matrices 1820, max P_e error: hard 9.30e-11
L=12 max photon-number error: 5.13e-11
t=0 (1000 a.u.) = 0.0 fs: P_e 1.00000, photons 0.00000
t=1 (1000 a.u.) = 24.2 fs: P_e 0.41928, photons 0.40413
t=2 (1000 a.u.) = 48.4 fs: P_e 0.16301, photons 0.27150
t=3 (1000 a.u.) = 72.6 fs: P_e 0.23894, photons 0.06231
t=4 (1000 a.u.) = 96.8 fs: P_e 0.12752, photons 0.09992
t=6 (1000 a.u.) = 145.1 fs: P_e 0.07242, photons 0.03161
Matsubara study: depth 6, reference K=3 with terminator
K=0 Delta_K (mE_h) 0.08476, max P_e error: with 3.45e-03, without 1.73e-02
K=1 Delta_K (mE_h) 0.03278, max P_e error: with 5.21e-04, without 7.21e-03
K=2 Delta_K (mE_h) 0.02003, max P_e error: with 1.22e-04, without 4.55e-03
```
